# Kinetic Energy and Exact Exchange in the Two-Singlet Hubbard Dimer Ensemble

**Setting.** Two electrons occupy sites 0 and 1 with Hamiltonian

$$\hat H=\hat T+U\hat D+\frac{\Delta v}{2}(\hat n_1-\hat n_0),\qquad \hat T=-t\sum_\sigma(c^\dagger_{0\sigma}c_{1\sigma}+c^\dagger_{1\sigma}c_{0\sigma}),$$

where $t>0$, $U\ge 0$ and $\hat D=\sum_i\hat n_{i\uparrow}\hat n_{i\downarrow}$ counts doubly occupied sites. A Gross-Oliveira-Kohn ensemble gives weight $1-w$ to the lowest singlet and $w$ to the next singlet, with $0\le w\le 1/2$. Triplets are excluded by symmetry. The restriction matters for every $U$. The triplet has one electron on each site and energy $0$ for all $U$ and $\Delta v$. At $U=0$ it is degenerate with the open-shell singlet, and for $U>0$ it lies below the second singlet, whose energy rises from $0$ at the rate $\langle D\rangle>0$.

Let $n$ be the ensemble occupation of site 0, so that site 1 holds $2-n$. Put $x=n-1$ and $\hat x=\hat n_0-1$. Since $\hat n_0+\hat n_1=2$, the potential term equals $-\Delta v\,\hat x$. For orthonormal singlets $\Psi_0,\Psi_1$ write

$$\langle A\rangle_w=(1-w)\langle\Psi_0|\hat A|\Psi_0\rangle+w\langle\Psi_1|\hat A|\Psi_1\rangle .$$

The universal functional $F^w(n)$ is the minimum of $\langle T+UD\rangle_w$ over all such pairs with $\langle x\rangle_w=n-1$. Its value at $U=0$ is $T_s^w(n)$.

## Part (a)

**Question.** Find the values of $n$ that orthonormal singlet pairs can represent. Which of them are produced by a finite $\Delta v$, with and without interaction?

**Answer.** The three singlets can be taken as $|20\rangle$, $|C\rangle$ and $|02\rangle$, where $|C\rangle$ has one electron on each site. They are eigenstates of $\hat x$ with eigenvalues $1,0,-1$.

Let a Hermitian $\hat A$ on this space have eigenvalues $a_1\ge a_2\ge a_3$, and complete the pair to a basis with $\Psi_2$. Then

$$\langle A\rangle_w=(1-2w)\langle A\rangle_{\Psi_0}+w\left(\langle A\rangle_{\Psi_0}+\langle A\rangle_{\Psi_1}\right).$$

The first expectation value is at most $a_1$. The bracket equals $\mathrm{tr}\,\hat A-\langle A\rangle_{\Psi_2}\le a_1+a_2$. Both coefficients are nonnegative because $w\le1/2$, so

$$\langle A\rangle_w\le(1-w)a_1+wa_2. \tag{1}$$

Taking $\hat A=\hat x$ and then $\hat A=-\hat x$ gives

$$|n-1|\le 1-w,\qquad\text{that is}\qquad w\le n\le 2-w. \tag{2}$$

The pair $(|20\rangle,|C\rangle)$ attains the upper end and $(|02\rangle,|C\rangle)$ the lower. The excited state holds back part of the charge: when one state is fully polarized, the other must be orthogonal to it. For $w>1/2$ the bound fails, since $(|C\rangle,|20\rangle)$ then gives $x=w>1-w$.

Now consider finite potentials. In the order $|20\rangle,|C\rangle,|02\rangle$,

$$H=\begin{pmatrix}U-\Delta v&-\sqrt2\,t&0\\-\sqrt2\,t&0&-\sqrt2\,t\\0&-\sqrt2\,t&U+\Delta v\end{pmatrix}.$$

*The ends are not reached.* Equality at the upper end of (2) requires $\Psi_0=|20\rangle$ if $w<1/2$, and $\Psi_2=|02\rangle$ if $w=1/2$. Neither is an eigenstate, because hopping couples both to $|C\rangle$. The lower end follows by exchanging the sites.

*The ends are approached.* As $\Delta v\to+\infty$ the diagonal spacings grow while the couplings stay fixed. The two lowest eigenstates therefore tend to $|20\rangle$ and $|C\rangle$, and $x\to1-w$. Likewise $x\to-(1-w)$ as $\Delta v\to-\infty$.

*Everything between is covered once.* The levels are nondegenerate: two eigenvectors with one eigenvalue could be combined into an eigenvector with zero first component, and the rows of $H$ would then force the other components to vanish. First-order perturbation theory with perturbation $-\delta(\Delta v)\,\hat x$ gives, with weights $p_0=1-w$, $p_1=w$, $p_2=0$,

$$\frac{dx}{d\Delta v}=2\sum_{I<J}(p_I-p_J)\frac{|\langle\Psi_I|\hat x|\Psi_J\rangle|^2}{E_J-E_I}\ge0 .$$

For this to vanish, every matrix element between states of different weight must vanish. Then at least one eigenstate of $H$ would be an eigenstate of $\hat x$, hence one of the three basis states, and none of these is an eigenstate of $H$. So $x$ rises strictly with $\Delta v$. Finite potentials produce the open interval $|n-1|<1-w$, one potential for each density, for any $U\ge0$.

## Part (b)

**Question.** Derive $T_s^w(n)$, the Kohn-Sham potential difference $\Delta v_s$ and the Kohn-Sham gap.

**Answer.** Let $R=\sqrt{\Delta v_s^2+4t^2}$, $\cos\theta=\Delta v_s/R$ and $\sin\theta=2t/R$, with $0<\theta<\pi$. The one-electron Hamiltonian is

$$h=\begin{pmatrix}-\Delta v_s/2&-t\\-t&\Delta v_s/2\end{pmatrix}=-\frac R2\begin{pmatrix}\cos\theta&\sin\theta\\\sin\theta&-\cos\theta\end{pmatrix}.$$

Its orbitals are $g=(\cos\frac\theta2,\sin\frac\theta2)$ with energy $-R/2$ and $u=(-\sin\frac\theta2,\cos\frac\theta2)$ with energy $+R/2$. The singlets $g^2$, $gu$, $u^2$ have energies $-R,0,R$, so the gap of the ensemble is $R$.

For the closed shell $g^2$,

$$x=2\cos^2\tfrac\theta2-1=\cos\theta,\qquad T=2(-2t)\cos\tfrac\theta2\sin\tfrac\theta2=-2t\sin\theta .$$

The open-shell singlet has one electron in each orbital. Its occupation of site 0 is $\sin^2\frac\theta2+\cos^2\frac\theta2=1$, so $x=0$. The kinetic energies of $g$ and $u$ are $-t\sin\theta$ and $+t\sin\theta$, so $T=0$. The ensemble values are

$$x=(1-w)\cos\theta,\qquad \langle T\rangle_w=-2t(1-w)\sin\theta .$$

Let $S=\sqrt{(1-w)^2-x^2}$. Since $\sin\theta>0$, we have $(1-w)\sin\theta=S$, and

$$\boxed{T_s^w(n)=-2t\sqrt{(1-w)^2-(n-1)^2}} \tag{3}$$

$$\Delta v_s=2t\,\frac{\cos\theta}{\sin\theta}=\frac{2tx}{S},\qquad R=\frac{2t}{\sin\theta}=\frac{2t(1-w)}{S}. \tag{4}$$

This is the constrained minimum. Applying (1) to $-\hat H$ shows that no orthonormal pair has a weighted energy below that of the two lowest eigenstates. At $U=0$, any pair with the same $x$ thus satisfies $\langle T\rangle_w-\Delta v_sx\ge T_s^w-\Delta v_sx$, and the potential terms cancel.

At the ends of the range, equality in (2) fixes the ensemble. At the upper end it is built from $|20\rangle$ and $|C\rangle$, in which $\hat T$ has no diagonal elements. Hence $T_s^w=0$ there, as (3) gives, while $\Delta v_s$ and $R$ diverge on approach.

The closed-shell state has site-0 occupation $1+x/(1-w)$, which differs from $n$ when $w>0$ and $x\neq0$. It must be more polarized than the ensemble to make up for the unpolarized excited state.

## Part (c)

**Question.** Define $E_{\mathrm{Hx}}^w=U\langle D\rangle_w$ on the Kohn-Sham states and $E_{\mathrm H}=\frac U2(n_0^2+n_1^2)$ with the ensemble occupations. Derive $E_{\mathrm{Hx}}^w(n)$ and the exact exchange $E_{\mathrm x}^w=E_{\mathrm{Hx}}^w-E_{\mathrm H}$. Show that $E_{\mathrm{Hx}}^w$ is the first-order interaction energy at fixed density and weight.

**Answer.** In $g^2$ the amplitude for both electrons on site $i$ is $g_i^2$, so

$$D_{g^2}=\cos^4\tfrac\theta2+\sin^4\tfrac\theta2=1-2\cos^2\tfrac\theta2\sin^2\tfrac\theta2=1-\tfrac12\sin^2\theta=\tfrac12(1+\cos^2\theta).$$

The open-shell spatial state is $[g(1)u(2)+u(1)g(2)]/\sqrt2$. Its amplitude for both electrons on site $i$ is $\sqrt2\,g_iu_i$, so

$$D_{gu}=2(g_0^2u_0^2+g_1^2u_1^2)=4\cos^2\tfrac\theta2\sin^2\tfrac\theta2=\sin^2\theta=1-\cos^2\theta .$$

Weighting the two,

$$E_{\mathrm{Hx}}^w=\frac U2\left[(1-w)(1+\cos^2\theta)+2w(1-\cos^2\theta)\right]=\frac U2\left[1+w+(1-3w)\cos^2\theta\right],$$

and with $\cos\theta=x/(1-w)$,

$$\boxed{E_{\mathrm{Hx}}^w(n)=\frac U2\left[1+w+\frac{(1-3w)(n-1)^2}{(1-w)^2}\right]} \tag{5}$$

The Hartree energy is $\frac U2[(1+x)^2+(1-x)^2]=U(1+x^2)$. Subtracting it leaves the constant $1+w-2=-(1-w)$ in the bracket, and the coefficient of $x^2/(1-w)^2$ becomes

$$1-3w-2(1-w)^2=-(1-w+2w^2).$$

Therefore

$$\boxed{E_{\mathrm x}^w(n)=-\frac U2\left[1-w+\frac{(1-w+2w^2)(n-1)^2}{(1-w)^2}\right]} \tag{6}$$

At $w=0$ this is $-\frac U2(1+x^2)=-E_{\mathrm H}/2$, which removes the interaction of each electron with itself. The split between Hartree and exchange depends on the chosen $E_{\mathrm H}$; the sum (5) does not.

At $w=1/3$ the polarization terms of the two states cancel and $E_{\mathrm{Hx}}^w=2U/3$ for every density in the range.

For the first-order statement, let $E^w(\Delta v,U)$ be the weighted energy of the two lowest eigenstates. The minimum argument of part (b), now with interaction, gives

$$F^w(n)=E^w(\Delta v,U)+\Delta v\,x, \tag{7}$$

where $\Delta v$ is the potential that produces $n$. It varies smoothly with $U$ because $dx/d\Delta v>0$. By the Hellmann-Feynman theorem $\partial E^w/\partial\Delta v=-x$ and $\partial E^w/\partial U=\langle D\rangle_w$, so at fixed $n$ and $w$

$$\frac{\partial F^w}{\partial U}=\langle D\rangle_w+(-x+x)\frac{\partial\Delta v}{\partial U}=\langle D\rangle_w .$$

At $U=0$ the states are the Kohn-Sham states, so $F^w=T_s^w+E_{\mathrm{Hx}}^w+O(U^2)$. The remainder is the correlation energy $E_{\mathrm c}^w$. It satisfies $E_{\mathrm c}^w\le0$, since the Kohn-Sham pair is one of the pairs over which $F^w$ is minimized.

## Part (d)

**Question.** For $0<w<1/2$, relate the density and weight derivatives of $F^w$ to the external potential and the interacting gap. Find the Hartree-exchange contributions.

**Answer.** Differentiate (7). The terms from the change of $\Delta v$ cancel as before. What remains is the explicit $x$ in one case and, since $E^w=(1-w)E_0+wE_1$, the explicit weights in the other:

$$\frac{\partial F^w}{\partial n}=\Delta v,\qquad \left.\frac{\partial F^w}{\partial w}\right|_n=E_1-E_0 .$$

At $U=0$ the right-hand sides are $\Delta v_s$ and $R$. Inserting $F^w=T_s^w+E_{\mathrm{Hx}}^w+E_{\mathrm c}^w$,

$$\Delta v=\Delta v_s+\frac{\partial E_{\mathrm{Hx}}^w}{\partial n}+\frac{\partial E_{\mathrm c}^w}{\partial n},\qquad E_1-E_0=R+\frac{\partial E_{\mathrm{Hx}}^w}{\partial w}+\frac{\partial E_{\mathrm c}^w}{\partial w}.$$

From (5), $\partial E_{\mathrm{Hx}}^w/\partial n=U(1-3w)x/(1-w)^2$. For the weight derivative,

$$\frac{d}{dw}\frac{1-3w}{(1-w)^2}=\frac{-3(1-w)+2(1-3w)}{(1-w)^3}=-\frac{1+3w}{(1-w)^3},$$

$$\frac{\partial E_{\mathrm{Hx}}^w}{\partial w}=\frac U2\left[1-\frac{(1+3w)x^2}{(1-w)^3}\right].$$

For $w<1/3$ the Hartree-exchange potential opposes the polarization, so the external potential must exceed $\Delta v_s$ in magnitude at this level. For $w>1/3$ its sign is reversed.

## Part (e)

**Question.** Evaluate the results for $U=2t$, $w=0.25$, $n=1.45$, and compare with exact diagonalization of the dimer at the same density.

**Answer.** The allowed range is $0.25\le n\le1.75$. Here $x=0.45$, $\cos\theta=0.45/0.75=0.6$ and $S=\sqrt{0.5625-0.2025}=0.6$. In units of $t$:

- $T_s^w=-2(0.6)=-1.2$, $\;\Delta v_s=0.9/0.6=1.5$, $\;R=1.5/0.6=2.5$.
- $D_{g^2}=\frac12(1.36)=0.68$ and $D_{gu}=1-0.36=0.64$, so $E_{\mathrm{Hx}}^w=2[0.75(0.68)+0.25(0.64)]=1.34$.
- $E_{\mathrm H}=2(1.2025)=2.405$, so $E_{\mathrm x}^w=1.34-2.405=-1.065$.
- $\partial E_{\mathrm{Hx}}^w/\partial n=2(0.25)(0.45)/0.5625=0.40$.
- $\partial E_{\mathrm{Hx}}^w/\partial w=1-1.75(0.2025)/0.421875=0.16$.

Diagonalization gives $F^w=-0.0197$, hence $E_{\mathrm c}^w=-0.0197-(-1.2+1.34)=-0.1597$. The derivatives compare as follows.

| Quantity (units of $t$) | Kohn-Sham | With Hartree-exchange | Exact |
|---|---|---|---|
| Potential difference | 1.50 | 1.90 | 2.30 |
| Gap | 2.50 | 2.66 | 2.70 |

Neglecting correlation makes the potential difference about 17% too small and the gap about 1.6% too small, each relative to the exact value for this model ($2.3024\,t$ and $2.7019\,t$). The small gap error is particular to this weight. It equals $\partial E_{\mathrm c}^w/\partial w$, and at the same $n$ and $U$ the program gives $E_{\mathrm c}^w=-0.1115,\,-0.1597,\,-0.1441,\,-0.0029$ for $w=0,\,0.25,\,1/3,\,0.5$. The derivative averages $-0.19\,t$ between $w=0$ and $0.25$, is $+0.04\,t$ at $w=0.25$, and averages $+0.85\,t$ between $w=1/3$ and $1/2$; the example lies close to its change of sign. These figures hold at fixed density; a calculation at fixed external potential would also have an error in the density.

At the same $n$ and $U$ but $w=0.5$, the upper limit falls to $n=1.5$ and $E_{\mathrm c}^w$ is only $-0.003\,t$. At the limit itself the ensemble is fixed by the density, so interaction cannot change it and $E_{\mathrm c}^w=0$; the correlation energy tends to zero on approach. Nearness to the limit does not by itself account for so small a value. At the same distance $0.05$ from the upper limit and the same $U$, $E_{\mathrm c}^w$ is $-0.022\,t$ for $w=0.25$ and $-0.029\,t$ for both $w=1/3$ and $w=0.45$, seven to ten times larger in magnitude than at $w=1/2$.

The numerical check checks (2)–(5), the first-order statement, the sign of $E_{\mathrm c}^w$, both derivatives of $E_{\mathrm{Hx}}^w$ and $\partial F^w/\partial w=E_1-E_0$ against diagonalization, density inversion and finite differences. It evaluates $E_{\mathrm x}^w$ as (5) minus $E_{\mathrm H}$.

## Calculated quantities

```
Worked example (energies in units of t)
hopping t = 1.0000 t, repulsion U = 2.0000 t
weight w = 0.2500, site-0 occupation n = 1.4500 electrons
allowed n: 0.2500 to 1.7500 electrons
interacting n at dv = -2000 t: 0.250000 electrons
interacting n at dv = 2000 t: 1.750000 electrons
Kohn-Sham potential difference = 1.5000 t
closed-shell site-0 occupation = 1.6000 electrons
open-shell site-0 occupation = 1.0000 electrons
closed-shell kinetic energy = -1.6000 t
closed-shell double occupation = 0.6800
open-shell double occupation = 0.6400
Ts: formula -1.200000 t, diagonalization -1.200000 t
E_Hx: formula 1.340000 t, diagonalization 1.340000 t
Hartree energy E_H = 2.405000 t
exact exchange E_x = -1.065000 t
interacting functional F = -0.019667 t
correlation energy E_c = -0.159667 t
Hx potential dE_Hx/dn = 0.4000 t
exchange-only external dv = 1.9000 t
exact external dv = 2.3024 t
Kohn-Sham gap = 2.5000 t
weight derivative dE_Hx/dw = 0.1600 t
exchange-only gap = 2.6600 t
exact gap at this density = 2.7019 t
Table at n = 1.45 electrons, U = 2.0 t; energies in t
w        n_max    Ts        E_Hx      E_x       E_c
0.0000   2.0000   -1.7861   1.2025   -1.2025   -0.1115
0.2500   1.7500   -1.2000   1.3400   -1.0650   -0.1597
0.3333   1.6667   -0.9838   1.3333   -1.0717   -0.1441
0.5000   1.5000   -0.4359   1.0950   -1.3100   -0.0029
```
